# Trapped Fraction at a Thermally Stimulated Current Maximum: 1/e and 1/2

Two charged films contain traps of the same depth, 1.20 eV, with the same attempt rate, $10^{12}\ \mathrm{s^{-1}}$. Both are heated from 300 K at 0.05 K/s. In one the charge decays by first-order kinetics, in the other by second-order kinetics. The current maxima nearly coincide, at 419.9 K and 419.2 K, yet the first film still holds 38.9% of its charge at its maximum and the second 52.8%. Why do the temperatures agree while the fractions differ, and why do the fractions lie near $1/e=0.368$ and $1/2$?

## What is assumed

Let $f$ be the trapped charge divided by its initial value, so that $f=1$ at the start. There is one trap depth $E$, and the charge decays as

$$\frac{df}{dt}=-s\,f^{\,b}\,e^{-E/kT},$$

with $b=1$ for first order and $b=2$ for second order. The rate $s$ is constant. The measured current is taken as proportional to $-df/dt$, which means that each lost carrier sends the same mean charge through the external circuit. This matters, as a later section shows.

I write $x=E/kT$ and mark values at the current maximum by a subscript $m$. A cold start means that heating begins so far below the peak that the release integral omitted below the starting temperature is negligible; this too will be made precise.

## The simplest case: $1/T$ falls linearly in time

Choose the heating so that $dx/dt=-c$ with constant $c$. Dividing the rate equation by $dx/dt$ gives

$$\frac{df}{dx}=\frac{s}{c}\,f^{\,b}e^{-x}.$$

Define $a=(s/c)e^{-x}$, so that $da=-a\,dx$ and

$$\frac{df}{da}=-f^{\,b}.$$

For a cold start, $a$ begins at practically zero. The current is proportional to $f^{\,b}e^{-x}$, hence to $a f^{\,b}$.

For $b=1$, $f=e^{-a}$ and the current varies as $ae^{-a}$. Its derivative, $(1-a)e^{-a}$, vanishes at $a=1$, where $f_m=1/e$.

For $b=2$, $d(1/f)/da=1$, so $f=1/(1+a)$ and the current varies as $a/(1+a)^2$. Its derivative is

$$\frac{(1+a)^2-2a(1+a)}{(1+a)^4}=\frac{1-a}{(1+a)^3},$$

which again vanishes at $a=1$. Now $f_m=1/2$.

In both cases the derivative changes from positive to negative, so these are maxima. They are reached if $s>c$, because $a$ cannot exceed $s/c$.

This answers the opening question in outline. Both peaks occur at the same $a$, and therefore at the same temperature. The same accumulated release leaves $e^{-1}$ under one decay law and $1/(1+1)$ under the other.

No large $E/kT$ was needed beyond the cold start. Numerical integration with $E/kT_m$ near 10 gives 0.36788 and 0.50000. The condition $E\gg kT$ must therefore enter through the heating schedule.

## Linear heating

Now let $T=T_0+\beta t$. With

$$r(T)=\frac{s}{\beta}e^{-E/kT},\qquad A(T)=\int_{T_0}^{T}r(T')\,dT',$$

the rate equation becomes $df/dT=-r f^{\,b}$. I keep $b\ge1$ general, since one calculation then covers both cases.

**Integration.** For $b\neq1$,

$$\frac{d}{dT}f^{\,1-b}=(1-b)f^{-b}\frac{df}{dT}=(b-1)r,$$

and since $f=1$ at $T_0$,

$$f^{\,1-b}=1+(b-1)A. \tag{1}$$

For $b=1$ the result is $f=e^{-A}$.

**The maximum.** The current is proportional to $r f^{\,b}$. Its logarithmic derivative contains $r'/r=E/kT^2=x/T$ and $b f'/f=-b r f^{\,b-1}$. Setting the sum to zero gives

$$\frac{x_m}{T_m}=b\,r_m f_m^{\,b-1}. \tag{2}$$

The thermal growth of the release coefficient is here balanced by depletion.

**There is one maximum.** By (1), condition (2) is equivalent to $W=b$, where

$$W=w\,[1+(b-1)A],\qquad w=\frac{x}{Tr}.$$

The current rises when $W>b$ and falls when $W<b$. Because $x/T\propto T^{-2}$ and $r'/r=x/T$, we have $w'=-w(x+2)/T$. Using $A'=r$ and $wr=x/T$,

$$W'=-\frac{x+2}{T}W+(b-1)\frac{x}{T}.$$

At any point where $W=b$ this equals $-(x+2b)/T$, which is negative. Thus $W$ can cross $b$ only downward, and so at most once.

It does cross if the current rises at the start, that is, if $E/kT_0^2>b\,r(T_0)$. To see this, note that $r$ increases with $T$, so $A\le Tr$ and $wA\le x$. Both $w$ and $wA$ then tend to zero at high temperature, and $W$ ends below $b$.

**The integral.** For a cold start the lower limit can be replaced by zero. Put $T'=T/u$, so $dT'=-T\,du/u^2$:

$$\int_0^T e^{-E/kT'}dT'=T\int_1^\infty\frac{e^{-xu}}{u^2}\,du=T\,E_2(x).$$

The last equality defines the exponential integral $E_2$. With $u=1+v$, and with

$$g(x)=x e^x E_2(x)=x\int_0^\infty\frac{e^{-xv}}{(1+v)^2}\,dv,$$

the accumulated release is

$$A=\frac{rT}{x}\,g(x). \tag{3}$$

**Elimination.** Equation (2) gives $r_mT_m/x_m=f_m^{\,1-b}/b$. Hence $A_m=g f_m^{\,1-b}/b$, where $g$ now means $g(x_m)$. Inserting this in (1),

$$f_m^{\,1-b}=1+\frac{b-1}{b}\,g\,f_m^{\,1-b}.$$

Multiplication by $f_m^{\,b-1}$ yields

$$f_m^{\,b-1}=1-\frac{b-1}{b}\,g. \tag{4}$$

For second order this is $f_m=1-g/2$. For first order, (2) gives $r_mT_m/x_m=1$, so $A_m=g$ and $f_m=e^{-g}$. The attempt rate and heating rate have disappeared except through $x_m$.

## The limit $E\gg kT$

It remains to bound $g$. For $v>0$,

$$(1-2v)(1+v)^2=1-3v^2-2v^3<1,$$

so $1-2v<(1+v)^{-2}<1$. Multiply by $xe^{-xv}$ and integrate, using $x\int_0^\infty e^{-xv}dv=1$ and $x\int_0^\infty 2v\,e^{-xv}dv=2/x$:

$$1-\frac2x<g(x)<1.$$

For a cold start it follows that

$$\frac1e<f_m<e^{-1+2/x_m}\quad(b=1),$$

$$\frac12<f_m<\frac12+\frac1{x_m}\quad(b=2).$$

As $x_m\to\infty$ the upper and lower bounds meet, which proves the two limits.

Expanding $(1+v)^{-2}$ to first order in $v$ gives the leading corrections:

$$f_m\simeq\frac1e\left(1+\frac2{x_m}\right),\qquad f_m\simeq\frac12+\frac1{x_m}.$$

Both are positive for a reason visible in (3). If $r$ had grown at its present logarithmic rate $x/T$ throughout the past, its integral would be $rT/x$. Under linear heating that rate was larger earlier, so the past contribution is smaller and $g<1$. More charge survives to the peak.

The approach to the limits is slow. Numerical integration of the rate equations gives:

| first order: $x_m$ | $f_m$ | second order: $x_m$ | $f_m$ |
|---:|---:|---:|---:|
| 5.00 | 0.4774 | 5.16 | 0.6275 |
| 10.00 | 0.4301 | 10.12 | 0.5774 |
| 20.00 | 0.4015 | 20.08 | 0.5436 |
| 40.00 | 0.3854 | 40.04 | 0.5233 |

At $x_m=40$ the first-order excess over $1/e$ is 0.0175, against a leading estimate $2/(40e)=0.0184$.

Equation (4) also covers an intermediate order. Its limit for $g\to1$ is $f_m=b^{-1/(b-1)}$, which is $4/9=0.444$ for $b=1.5$. The integration at $x_m=40.02$ gives 0.465, above the limit as expected.

## How cold must the start be?

For finite $T_0$, the contribution below $T_0$ must be subtracted from the integral. Since $s/\beta=r_me^{x_m}$, (3) keeps its form at the maximum if $g$ is replaced by

$$G=g(x_m)-x_m e^{x_m}\frac{T_0}{T_m}E_2(x_0),\qquad x_0=\frac{E}{kT_0}.$$

The elimination leading to (4) is otherwise unchanged. Because $E_2(x_0)=e^{-x_0}g(x_0)/x_0$ and $x_m/x_0=T_0/T_m$, the subtracted term is

$$\left(\frac{T_0}{T_m}\right)^2 g(x_0)\,e^{-(x_0-x_m)}.$$

The start is cold when $x_0-x_m\gg1$. At a fixed ratio $T_m/T_0>1$ this follows from $x_m\to\infty$, because $x_0-x_m=x_m(T_m/T_0-1)$.

Large $E/kT$ alone does not suffice if $T_0$ is close to $T_m$. Starting the first-order film at 400 K gives $x_0=34.81$, while $x_m=33.17$ is unchanged because (2) does not contain $f$ for $b=1$. The subtracted term is about 0.165. Hence $G\simeq0.945-0.165=0.780$ and $f_m\simeq e^{-0.780}=0.458$; the integration gives 0.459. For second order the same start gives 0.632. These fractions refer to the charge present at 400 K.

## Where the two orders come from

Consider traps that are all full initially, with free carriers and recombination centres. Let $f$, $n_c$ and $m$ be the densities of trapped carriers, free carriers and active centres, each divided by the trap density. Neutrality requires $m=f+n_c$. Let $a_r$ be the recombination coefficient times the trap density, and $R$ the ratio of retrapping to recombination coefficients. Then

$$\frac{df}{dt}=-s e^{-x}f+a_rR(1-f)n_c,\qquad \frac{dm}{dt}=-a_r n_c m.$$

When free carriers are few and quickly captured, $m\simeq f$, and release balances capture:

$$s e^{-x}f\simeq a_r n_c\,[R(1-f)+f]. \tag{5}$$

Solving for $n_c$ and inserting it in the recombination rate gives

$$\frac{df}{dt}\simeq-\frac{s e^{-x}f^2}{R(1-f)+f}.$$

Without retrapping, $R=0$, the right side is $-s e^{-x}f$: first order. With equal coefficients, $R=1$, the denominator is 1 and the decay is second order. If a fraction $p$ of the traps is filled initially, the filling $pf$ replaces $f$ in the $R=1$ equation. Division by $p$ gives $df/dt=-ps e^{-x}f^2$, so the second-order rate constant is proportional to the initial filling.

Integrating the full equations, without approximation (5) and with $a_r=10^6\ \mathrm{s^{-1}}$, gives fractions 0.389 for $R=0$ and 0.528 for $R=1$, in agreement with the simple rate laws.

Other ratios need not give an integer order. The fraction is 0.432 for $R=0.1$ and 0.519 for $R=10$. The last value lies below that for $R=1$, so the fraction does not increase steadily with retrapping. Differentiating the logarithm of the rate at fixed temperature gives the local order

$$2+\frac{(R-1)f}{R(1-f)+f},$$

which is 2.9 at the peak for $R=10$, although the fraction there is close to the second-order value.

## A current that follows the free carriers instead

Suppose a fixed voltage drives a photoconductor-like current proportional to $n_c$, rather than to the rate of charge loss. The mobility and the capture coefficients are taken as independent of temperature. For $R=1$, (5) gives $n_c\propto f e^{-x}$. Setting its logarithmic derivative to zero gives $x/T=r f$, without the factor 2 of (2). Equation (3) then becomes $A=g/f$. Since $1/f=1+A$,

$$1=f+g,\qquad f=1-g<\frac2x .$$

This stationary point is also a single maximum: in terms of $W$ for $b=2$ it lies at $W=1$, where $W'=-2/T<0$.

The fraction now tends to zero instead of 1/2. Recombination lifetime grows as the centres disappear, and this keeps the free-carrier density rising after the loss rate has peaked. With the same trap parameters the maximum moves to 456 K and the remaining fraction is 0.060. This maximum is flat and therefore sensitive to the constant mobility assumed. A mobility proportional to $T^n$ changes the result to $f=1-g\,(1+n/x)$: $n=-3/2$ gives 448 K and 0.104, above $2/x$; $n=3/2$ gives 478 K and 0.014; and $n=5/2$ leaves no maximum below 900 K. The value 1/2 thus belongs to second-order decay together with a current proportional to $-df/dt$.

## The film in numbers

The example has the rough typical scale of a charged fluoropolymer electret film: thickness 25 µm, relative permittivity 2.1 and charge 0.02 µC/cm². Half of each lost charge is assumed to appear in the external circuit. The trap parameters are those of the opening.

For first order, $x_m=33.17$ and $g=0.9446$, so

$$f_m=e^{-0.9446}=0.389.$$

For second order, $x_m=33.22$ and $g=0.9447$, so

$$f_m=1-\frac{0.9447}{2}=0.528.$$

The charge released before the maximum is therefore 61.1% and 47.2%. The leading estimates of the remaining fraction are 0.390 and 0.530.

The small temperature difference also follows. Equation (2) gives $rT/x=1$ for first order and $1/(2f_m)=0.948$ for second order. The logarithm of $rT/x$ rises at the rate $(x+2)/T\simeq0.084\ \mathrm{K^{-1}}$. The second peak is therefore lower by $-\ln(0.948)/0.084\simeq0.64$ K.

At the maximum, (2) gives $-df/dt=\beta x_mf_m/(bT_m)$. The first-order value is

$$\frac{0.05\times33.17\times0.3888}{419.9}=1.54\times10^{-3}\ \mathrm{s^{-1}}.$$

Multiplication by the collected charge, 0.01 µC/cm², gives 15.4 pA/cm². The corresponding second-order current is 10.5 pA/cm². At 300 K the first-order trap lifetime is 4.6 years, and the release integral omitted below that temperature is $8.6\times10^{-7}$: this start is cold.

## What a real film changes

Trap depths, attempt rates and collected charge vary with material and charging treatment, so these parameters describe a regime rather than a particular specimen. The recombination model also needs charges of both signs. A film with charge of one sign, whose carriers leave through an electrode, requires a transport calculation when retrapping is important; the second-order case is a comparison here, not a prediction for such a film.

Even without retrapping, other features of a film change the first-order value 0.389, by very different amounts:

- **Prefactor.** An attempt rate proportional to $T^2$ gives 0.387, a negligible change.
- **Spread of depths.** A Gaussian standard deviation of 0.05 eV gives 0.482. At the new peak, 416 K, this width is about $1.4kT$, so a trap one width deeper releases roughly four times more slowly.
- **The film's own field.** If the full field of a surface charge crosses the film, it is initially 0.108 MV/cm, corresponding to 269 V. For a neutral trap, the field acting over a rough length of 1 nm lowers the barrier by 0.011 eV, and the fraction becomes 0.402. For a Coulombic trap, the Poole–Frenkel lowering is initially 0.172 eV. The peak moves to 364 K and the fraction to 0.578 for heating begun at 250 K, or 0.579 from 300 K. These are full-field values. With short-circuited electrodes and an air gap such that half the charge is collected, the film field is half as large; the fractions are then 0.395 for the neutral trap and 0.531 for the Coulombic one, whose peak lies near 380 K. At a constant 300 K the Coulombic traps would lose half their charge in about 5 days at full field and 24 days at half field. With these parameters they therefore do not describe a film that keeps its charge for years. These Coulombic numbers use the maximum lowering, for escape along the field. Averaging the emission over directions (Hartke's form) gives 385 K and 0.527 at full field, 399 K and 0.475 at half field, and half-lives of about 32 and 115 days. All the numbers also give every trap the field of the charge-free part of the film, although inside the charge layer the field falls to zero at some plane. With the local field in a thin layer, the Coulombic fractions for escape along the field are 0.543 and 0.499, and the neutral ones 0.395 and 0.392. The values in this item therefore show the direction and rough size of the effect only.

In the field calculations the lowering decreases with the remaining charge, as $f$ for the neutral trap and as $\sqrt f$ for the Coulombic one. A Coulombic trap is neutral when filled, so a net charge proportional to $f$ presupposes fixed compensating charge of the carriers' sign. The barrier thus rises during discharge. For the Coulombic trap with initial lowering $\Delta$, the release rate varies as $f\exp(\Delta\sqrt f/kT)$ at fixed temperature, so its local order is

$$\frac{d\ln(\text{rate})}{d\ln f}=1+\frac{\Delta\sqrt f}{2kT}\simeq3.1$$

at the peak in the full-field case. Release from independent traps would be first order in a fixed field; the decaying self-field makes it behave otherwise.

A measured remaining fraction near 1/2 therefore does not identify second-order kinetics by itself. In this example a modest spread of first-order traps produces 0.482. The inference from fraction to order requires a single trap depth, a cold start, a field-independent barrier and a current proportional to the rate of charge loss. It also requires a decay that follows a single power of $f$, which retrapping with $R=10$ does not. The numerical output below gives the fractions for these cases, except those with the halved field, the direction-averaged emission, the local field and the temperature-dependent mobility.

## Calculated quantities

```
limits 1/e and 1/2: 0.3679, 0.5000
scan: E/kT and fraction, first order; same, second order
  5.000 0.4774 ; 5.163 0.6275
  10.000 0.4301 ; 10.120 0.5774
  20.000 0.4015 ; 20.076 0.5436
  40.000 0.3854 ; 40.043 0.5233
order 1.5, E/kT = 40.022: fraction 0.4654
1/T heating, E/kT near 10: 0.36788, 0.50000
trap depth 1.20 eV, attempt rate 1.0e+12 1/s
heating rate 0.050 K/s, start 300 K
film 25 um, permittivity ratio 2.1
charge 0.020 uC/cm2, collected share 0.50
order 1: peak 419.88 K = 146.7 C
  E/kT 33.165, g 0.94458
  fraction left 0.3888, released 0.6112
  peak current density 15.36 pA/cm2
order 2: peak 419.24 K = 146.1 C
  E/kT 33.216, g 0.94466
  fraction left 0.5277, released 0.4723
  peak current density 10.45 pA/cm2
first-order estimate (1+2/x)/e: 0.3901
second-order estimate 1/2+1/x: 0.5301
first-order trap lifetime at start T: 4.57 years
integral A omitted below start T: 8.60e-07
start at 400 K: fractions 0.4588, 0.6320
T^2 attempt rate, first order: fraction 0.3872
conductivity readout, order 2: 456.3 K, fraction 0.0598
full model, capture rate 1.0e+06 1/s:
  no retrapping: 419.87 K, fraction 0.3892
  equal capture: 419.24 K, fraction 0.5276
  equal capture, conductivity: 456.4 K, 0.0598
  capture ratio 0.1: fraction 0.4321
  capture ratio 10: fraction 0.5191
depth spread 0.05 eV, order 1: 415.8 K, fraction 0.4818
own field 0.108 MV/cm, film voltage 269 V
neutral trap, length 1.0 nm:
  lowering 0.0108 eV, 417.1 K, fraction 0.4017
Coulombic trap (Poole-Frenkel), order 1:
  lowering 0.1718 eV, 363.7 K, fraction 0.5783
```
